**Mesh for the in-plane integral of tunnelling transmission, with and without an interface resonance**

The program treats $I=\int d^2k\,T/(2\pi)^2$ in Hartree atomic units for a barrier of thickness $d=2$ nm, decay constant $\kappa_0=0.15$ bohr$^{-1}$ and square cell $a=6$ bohr, where $T=e^{-2d\sqrt{\kappa_0^2+k^2}}$ has $1/e$ radius close to $w=\sqrt{\kappa_0/d}$. It asserts the closed form of $I$ against quadrature, and the errors of centred and shifted $N\times N$ meshes against the Poisson sum of the exact Fourier transform $f(R)$. For a layered Green-function model it asserts the recursion against wave matching, the thick-barrier formula, the thickness dependence of the curvature of $\ln T$, and a mesh between 0.7 and 1 times that of the pure exponential. For a resonance ring of radius $k_r$, slope $v$ and widths $\Gamma_L,\Gamma_R$ (sum $\Gamma$) it asserts the half-width $\delta k=\Gamma/2v$, the weight $k_r\Gamma_L\Gamma_R/v\Gamma$ and its near independence of $\Gamma_L$, the loss factor $\Gamma/(\Gamma+2\eta)$ under broadening $\eta$, and the weight for a symmetric junction. It also asserts the signed mesh error against a sum of Hankel functions, and the accuracy and slow cost growth of iterated adaptive quadrature. The output gives $w=0.0630$ bohr$^{-1}$, with $N=14$ and $20$ for relative errors $10^{-2}$ and $10^{-4}$ (12 and 17 in the layered model). A 1.19 meV resonance carries 9.8 times the background current, and $N=2207$ is sufficient for 1%; a hundredfold narrower one raises this to about $10^5$, while the adaptive cost goes from 43072 to 91408 points.

## Check in Python

```python
# Mesh needed for I = int d^2k/(2 pi)^2 T(k) of a tunnel junction (Hartree atomic units).
# Smooth case T = exp(-2 d sqrt(kap0^2+k^2)): 1/e radius w = sqrt(kap0/d); the N x N mesh
# error is sum_n f(N a |n|), f(R) = (z/rho)^3 (1+kap0 rho)/(1+kap0 z) exp(-kap0(rho-z)),
# z = 2d, rho = sqrt(z^2+R^2).  Interface resonance: ring radius kr, half-width
# dk = Gamma/(2v), weight kr GL GR/(v Gamma), mesh error sum_n Re H0((kr+i dk) N a |n|).
# a lateral cell, c layer spacing, t/b lead/barrier hopping, tau weak lead-interface
# hopping, e0 interface level, u = k^2; Fermi energy EF above the lead band bottom.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import hankel1, eval_legendre

bohr = sc.physical_constants['Bohr radius'][0]
eV = sc.physical_constants['Hartree energy in eV'][0]
d, kap0, a, NB, mB, EF, e0, eta = 2e-9/bohr, 0.15, 6.0, 10, 0.4, 0.12, 0.002, 1e-4
c = d/NB; t = 1/(2*c*c); b = t/mB; phi = 2*b*(np.cosh(kap0*c)-1)
z = 2*d; w = np.sqrt(kap0/d); K = 0.33
RA = lambda I: sc.h/sc.e**2*bohr**2/I*1e12

def mesh(T, N, cut, shift=False):
    h = 2*np.pi/(N*a); i = np.arange(int(cut/h)+1)
    k = h*(i+0.5*shift); wt = np.where((i == 0) & (not shift), 1.0, 2.0)
    return wt @ T(k[:, None]**2+k[None, :]**2) @ wt/(N*a)**2
def stars(n):
    i, j = np.meshgrid(np.arange(-n, n+1), np.arange(-n, n+1)); m = (i != 0) | (j != 0)
    return np.hypot(i, j)[m], (-1.0)**(i+j)[m]
def smallest(T, ref, eps, cut):
    return max(N for N in range(2, 41) if abs(mesh(T, N, cut)/ref-1) > eps)+1

# ---------- pure exponential
Texp = lambda u: np.exp(-z*np.sqrt(kap0**2+u))
outside = lambda k: np.exp(-z*np.hypot(kap0, k))*(1+z*np.hypot(kap0, k))/(2*np.pi*z*z)
Iexp = outside(0.0)
for lo in (0.0, w):
    q_ = quad(lambda k: k*Texp(k*k)/(2*np.pi), lo, 1.0, epsabs=0, epsrel=1e-11)[0]
    assert abs(q_/outside(lo)-1) < 1e-9
k1e = brentq(lambda k: Texp(k*k)/Texp(0)-np.exp(-1), 0, 0.3)
assert abs(k1e/w-1) < 1/(kap0*z)
def f(R):
    rho = np.hypot(z, R)
    return (z/rho)**3*(1+kap0*rho)/(1+kap0*z)*np.exp(-kap0*(rho-z))
r12, sg = stars(12)
for N in (6, 10, 14, 18):
    assert abs(mesh(Texp, N, 0.9)/Iexp-1-f(N*a*r12).sum()) < 1e-10
    assert abs(mesh(Texp, N, 0.9, True)/Iexp-1-(sg*f(N*a*r12)).sum()) < 1e-10

# ---------- layered model
eiq = lambda u: np.exp(1j*np.arccos(1-(EF-u/2)/(2*t)))
xk = lambda u: np.arccosh(np.cosh(kap0*c)+u*c*c/2)
def chain(u, kind, tau, nb, et):
    dg = [-(2*b+phi+u/(2*mB))]*nb; hp = [b]*(nb-1); tl = tr = t
    if kind != 'bg':
        dg = [-(e0+u/2)+1j*et]+dg; hp = [t]+hp; tl = tau
    if kind == 'sym':
        dg = dg+[-(e0+u/2)]; hp = hp+[t]; tr = tau
    return dg, hp, tl, tr
def Tg(u, kind='bg', tau=0.0, nb=NB, et=0.0):
    dg, hp, tl, tr = chain(u, kind, tau, nb, et); gs = -eiq(u)/t
    g = 1/(dg[0]-tl*tl*gs); p = g
    for j in range(1, len(dg)):
        g = 1/(dg[j]-hp[j-1]**2*g-(tr*tr*gs if j == len(dg)-1 else 0)); p = -p*hp[j-1]*g
    return (2*tl*tr*gs.imag)**2*abs(p)**2
def Twave(u, kind, tau):
    dg, hp, tl, tr = chain(u, kind, tau, NB, 0.0); e = eiq(u); dl = -2*t*e.real
    dg = [dl]+dg+[dl]; hp = [t, tl]+hp+[tr, t]; nxt, psi = e*e, e
    for j in range(len(dg)-1, -1, -1):
        nxt, psi = psi, -(dg[j]*psi+hp[j+1]*nxt)/hp[j]
    return abs((1/e-e)/(psi-nxt*e))**2
xg24, wg24 = np.polynomial.legendre.leggauss(24)
def radial(T, kr=0.1, dk=0.01):
    s = dk*0.25*2.0**np.arange(40)
    e = np.unique(np.clip(np.r_[kr, kr-s, kr+s, np.linspace(0, 0.45, 16)], 0, 0.45))
    h = np.diff(e)/2; k = (e[:-1]+h)[:, None]+h[:, None]*xg24
    return h @ ((k*T(k*k)) @ wg24)/(2*np.pi)
for k in (0.0, 0.06, 0.15):
    u = k*k; x = xk(u); e = eiq(u)
    thick = 16*(t*e.imag*np.sinh(x)/b)**2*np.exp(-2*(NB+1)*x)/abs(1-t/b*e*np.exp(-x))**4
    assert abs(Tg(u)/Twave(u, 'bg', 0)-1) < 1e-9 and abs(Tg(u)/thick-1) < 1e-3
slope = lambda nb: -(np.log(Tg(1e-6, nb=nb))-np.log(Tg(-1e-6, nb=nb)))/2e-6
assert abs((slope(20)-slope(10))/(10*c*c/np.sinh(kap0*c))-1) < 1e-3
weff = slope(NB)**-0.5; Ibg = radial(Tg)

print(f"d = 2 nm = {d:.3f} bohr, layers {NB}, c = {c:.4f} bohr, a = {a} bohr")
print(f"kap0 = {kap0} 1/bohr, kap0*d = {kap0*d:.3f}, barrier mass {mB}, EF = {EF} Ha")
print(f"t = {t:.5f} Ha, b = {b:.5f} Ha, barrier height = {phi:.5f} Ha")
print(f"w = {w:.5f} 1/bohr = {w/bohr*1e-9:.3f} 1/nm; exact 1/e radius {k1e:.5f} 1/bohr")
print(f"zone side 2pi/a = {2*np.pi/a:.4f} 1/bohr, disc k<w / zone = {np.pi*w*w*(a/2/np.pi)**2:.4f}")
print(f"share of current in k<w = {1-outside(w)/Iexp:.4f}, beyond pi/a = {outside(np.pi/a)/Iexp:.1e}")
print(f"exp(-2 kap0 d) = {Texp(0):.4e}; I exact {Iexp:.4e}, Gaussian {Texp(0)*w*w/4/np.pi:.4e} 1/bohr^2")
print(f"layer model: sqrt(sinh(kap0 c)/(c d)) = {np.sqrt(np.sinh(kap0*c)/c/d):.5f}, w_eff = {weff:.5f} 1/bohr")
print(f"layer model: T(0) = {Tg(0.0):.4e}, I_bg = {Ibg:.4e} 1/bohr^2, RA = {RA(Ibg):.3e} ohm um^2")
Nsm = {}
for eps in (1e-2, 1e-4):
    Ng = 2*np.sqrt(np.log(4/eps))/(w*a); Nf = brentq(lambda N: 4*f(N*a)-eps, 2, 60)
    Nsm[eps] = Nd = smallest(Texp, Iexp, eps, 0.9); Nl = smallest(Tg, Ibg, eps, K)
    assert Ng < Nf and abs(Nd-np.ceil(Nf)) <= 1 and 0.7*Nd <= Nl <= Nd
    print(f"eps {eps:.0e}: N Gaussian {Ng:.2f}, N from 4f {Nf:.2f}, direct {Nd}, layer model {Nl}")
for N in (10, 14):
    print(f"N={N}: error Gamma-centred {mesh(Texp,N,0.9)/Iexp-1:.3e}, shifted {mesh(Texp,N,0.9,True)/Iexp-1:.3e}")

# ---------- resonance
def inter(k, tau):
    u = k*k; gs = -eiq(u)/t; s = t*t*gs
    for j in range(NB):
        s = (b*b if j < NB-1 else t*t)/(-(2*b+phi+u/(2*mB))-s)
    return (-(e0+u/2)-tau*tau*gs-s).real, -2*tau*tau*gs.imag, -2*s.imag
xg, wg = np.polynomial.legendre.leggauss(8)
c6, c7 = 13*wg*eval_legendre(6, xg), 15*wg*eval_legendre(7, xg)
def adapt(fun, lines, tol=1e-4):
    idx = np.repeat(np.arange(lines), 4); half = np.full(idx.size, K/8)
    mid = np.tile(K/8*np.array([1., 3, 5, 7]), lines); acc = np.zeros(lines)
    for _ in range(45):
        y = fun(idx, mid[:, None]+half[:, None]*xg); val = half*(y @ wg)
        tot = acc+np.bincount(idx, val, lines)
        ok = half*(abs(y @ c6)+abs(y @ c7)) <= tol*tot[idx]
        acc = acc+np.bincount(idx, val*ok, lines)
        if ok.all():
            return acc
        i, m, h = idx[~ok], mid[~ok], half[~ok]/2
        idx, mid, half = np.r_[i, i], np.r_[m-h, m+h], np.r_[h, h]
    raise AssertionError("adaptive depth exceeded")
def iterated(T):
    cnt = [0]
    def outer(_, x):
        kx = x.ravel()
        def inner(i, y):
            cnt[0] += y.size
            return T(kx[i][:, None]**2+y*y)
        return adapt(inner, kx.size).reshape(x.shape)
    return adapt(outer, 1)[0]/np.pi**2, cnt[0]
r60 = stars(60)[0]; r20 = stars(20)[0]; res = {}
print(f"interface level e0 = {e0} Ha, quadrant cut K = {K} 1/bohr, eta = {eta:.0e} Ha")
for tau in (1e-3, 1e-4):
    kr = brentq(lambda k: inter(k, tau)[0], 0.05, 0.2, xtol=1e-15)
    v = -(inter(kr+1e-5, tau)[0]-inter(kr-1e-5, tau)[0])/2e-5
    _, GL, GR = inter(kr, tau); G = GL+GR; dk = G/(2*v)
    T = lambda u, tau=tau: Tg(u, 'res', tau)
    for kind in ('res', 'sym'):
        assert abs(Tg((kr+dk)**2, kind, tau)/Twave((kr+dk)**2, kind, tau)-1) < 1e-6
    for s in (1, -1):
        assert abs(T((kr+s*dk)**2)/T(kr*kr)-0.5) < 0.01
    ref = radial(T, kr, dk); ring = kr*GL*GR/(v*G)
    assert abs(ring/ref-1) < 0.02
    bound = lambda L, kr=kr, dk=dk: (np.sqrt(2/(np.pi*kr*L*r60))*np.exp(-dk*L*r60)).sum()
    Nres = int(np.ceil(brentq(lambda y: bound(y/dk)-1e-2, 0.3, 10)/(dk*a)))
    Iad, cost = iterated(T)
    assert abs(Iad/ref-1) < 1e-3
    x = xk(kr*kr); tc = t*t*np.sinh(x)/(b*np.sinh((NB+1)*x)); gam = GL/2
    Isym = radial(lambda u: Tg(u, 'sym', tau), kr, max(dk, 0.0)); fs = kr/v*gam*tc**2/(tc**2+gam**2)
    if tau == 1e-3:
        assert abs(fs/Isym-1) < 0.02
        Ieta = radial(lambda u: Tg(u, 'res', tau, et=eta), kr, dk)
        assert abs(Ieta/ref/(G/(G+2*eta))-1) < 0.05
        sym = (tc, gam, Tg(kr*kr, 'sym', tau), Isym, fs, Ieta/ref, G/(G+2*eta))
    res[tau] = (kr, dk, T, ref, ring, bound, Nres, cost)
    print(f"--- tau = {tau:.0e} Ha: kr = {kr:.5f} 1/bohr, kr/w = {kr/w:.3f}, v = {v:.5f} a.u.")
    print(f"GL = {GL:.4e} Ha = {GL*eV*1e3:.4f} meV, GR = {GR:.4e} Ha, peak T = {T(kr*kr):.4e}")
    print(f"dk = {dk:.4e} 1/bohr, w/dk = {w/dk:.0f}, 1/(a dk) = {1/(a*dk):.0f}")
    print(f"I radial {ref:.4e}, ring formula {ring:.4e} 1/bohr^2, I/I_bg = {ref/Ibg:.3f}")
    print(f"uniform 1%: N = {Nres}, N^2 = {float(Nres)**2:.2e}, points in quadrant cut {(K*Nres*a/2/np.pi)**2:.2e}")
    print(f"adaptive: {cost} points in quadrant cut, relative error {Iad/ref-1:.1e}")
assert abs(res[1e-4][3]/res[1e-3][3]-1) < 0.05
assert res[1e-4][7] < 4*res[1e-3][7] and res[1e-4][6] > 30*res[1e-3][6]

kr, dk, T, ref, ring, bound, Nres, cost = res[1e-3]
print("--- mesh errors on the ring, tau = 1e-03 Ha")
for N in (Nsm[1e-2], Nsm[1e-2]+1):
    print(f"N={N}: error {mesh(T, N, K)/ref-1:.3f}")
assert abs(mesh(T, Nsm[1e-2], K)/ref-1) > 0.5
for N in (1000, 1400, 1800, 2200):
    err = mesh(T, N, K)/ref-1
    pred = ring/ref*hankel1(0, (kr+1j*dk)*N*a*r20).real.sum()
    assert abs(err-pred) < 0.05*bound(N*a)
    print(f"N={N}: error {err:.4e}, Hankel sum {pred:.4e}, bound {bound(N*a):.4e}")
hi = max(abs(mesh(T, N, K)/ref-1) for N in range(Nres, Nres+3))
lo = max(abs(mesh(T, N, K)/ref-1) for N in range(Nres//3, Nres//3+6))
assert hi < 1e-2 < lo
print(f"max error: N={Nres}..{Nres+2}: {hi:.2e}; N={Nres//3}..{Nres//3+5}: {lo:.2e}")
print(f"N ratio ring/smooth = {Nres/Nsm[1e-2]:.0f}, point ratio = {(Nres/Nsm[1e-2])**2:.2e}")
print(f"broadening: I(eta)/I = {sym[5]:.4f}, Gamma/(Gamma+2eta) = {sym[6]:.4f}")
print(f"symmetric: tc = {sym[0]:.4e} Ha, gamma = {sym[1]:.4e} Ha, T(kr) = {sym[2]:.4f}")
print(f"symmetric: I {sym[3]:.4e}, formula {sym[4]:.4e} 1/bohr^2, I/I_bg = {sym[3]/Ibg:.0f}, RA = {RA(sym[3]):.2f} ohm um^2")
print("no test failed")
```

Running it gives:

```
d = 2 nm = 37.795 bohr, layers 10, c = 3.7795 bohr, a = 6.0 bohr
kap0 = 0.15 1/bohr, kap0*d = 5.669, barrier mass 0.4, EF = 0.12 Ha
t = 0.03500 Ha, b = 0.08751 Ha, barrier height = 0.02889 Ha
w = 0.06300 1/bohr = 1.191 1/nm; exact 1/e radius 0.06437 1/bohr
zone side 2pi/a = 1.0472 1/bohr, disc k<w / zone = 0.0114
share of current in k<w = 0.5871, beyond pi/a = 3.8e-13
exp(-2 kap0 d) = 1.1907e-05; I exact 4.0924e-09, Gaussian 3.7607e-09 1/bohr^2
layer model: sqrt(sinh(kap0 c)/(c d)) = 0.06469, w_eff = 0.07385 1/bohr
layer model: T(0) = 9.0781e-07, I_bg = 4.3249e-10 1/bohr^2, RA = 1.671e+05 ohm um^2
eps 1e-02: N Gaussian 12.95, N from 4f 13.39, direct 14, layer model 12
eps 1e-04: N Gaussian 17.22, N from 4f 19.24, direct 20, layer model 17
N=10: error Gamma-centred 1.104e-01, shifted -9.882e-02
N=14: error Gamma-centred 6.426e-03, shifted -6.301e-03
interface level e0 = 0.002 Ha, quadrant cut K = 0.33 1/bohr, eta = 1e-04 Ha
--- tau = 1e-03 Ha: kr = 0.10098 1/bohr, kr/w = 1.603, v = 0.11500 a.u.
GL = 4.3841e-05 Ha = 1.1930 meV, GR = 4.8063e-09 Ha, peak T = 4.3842e-04
dk = 1.9063e-04 1/bohr, w/dk = 330, 1/(a dk) = 874
I radial 4.2258e-09, ring formula 4.2196e-09 1/bohr^2, I/I_bg = 9.771
uniform 1%: N = 2207, N^2 = 4.87e+06, points in quadrant cut 4.84e+05
adaptive: 43072 points in quadrant cut, relative error 1.2e-10
--- tau = 1e-04 Ha: kr = 0.10113 1/bohr, kr/w = 1.605, v = 0.11521 a.u.
GL = 4.3852e-07 Ha = 0.0119 meV, GR = 4.7804e-09 Ha, peak T = 4.2670e-02
dk = 1.9239e-06 1/bohr, w/dk = 32746, 1/(a dk) = 86632
I radial 4.1511e-09, ring formula 4.1511e-09 1/bohr^2, I/I_bg = 9.598
uniform 1%: N = 100107, N^2 = 1.00e+10, points in quadrant cut 9.95e+08
adaptive: 91408 points in quadrant cut, relative error -1.1e-07
--- mesh errors on the ring, tau = 1e-03 Ha
N=14: error -0.915
N=15: error -0.590
N=1000: error -2.8271e-02, Hankel sum -2.8542e-02, bound 1.0222e-01
N=1400: error 1.8615e-02, Hankel sum 1.8776e-02, bound 4.1768e-02
N=1800: error -1.1345e-02, Hankel sum -1.1383e-02, bound 1.9728e-02
N=2200: error 8.8786e-03, Hankel sum 8.8801e-03, bound 1.0098e-02
max error: N=2207..2209: 7.09e-03; N=735..740: 7.02e-02
N ratio ring/smooth = 158, point ratio = 2.49e+04
broadening: I(eta)/I = 0.1809, Gamma/(Gamma+2eta) = 0.1798
symmetric: tc = 1.1948e-05 Ha, gamma = 2.1921e-05 Ha, T(kr) = 0.7063
symmetric: I 4.4083e-06, formula 4.4082e-06 1/bohr^2, I/I_bg = 10193, RA = 16.40 ohm um^2
no test failed
```
